# Ambipolar Diffusion of Electrons and Holes and Its High-Injection Limit

**Q.** Electrons and holes in a semiconductor have different diffusion coefficients. If I create a packet of both, the electrons should run ahead. How can one coefficient describe the pair?

**A.** They begin to separate, and the charge that appears sets up a field which stops the separation. The common coefficient follows from the two currents once that field is treated properly. Take one dimension, uniform temperature and doping, and constant mobilities \(\mu_n,\mu_p\). With \(q>0\) the elementary charge, the electric currents are

\[
J_n=q\mu_n nE+qD_n\frac{\partial n}{\partial x},\qquad
J_p=q\mu_p pE-qD_p\frac{\partial p}{\partial x}.
\]

Both drift terms are positive: electrons move against \(E\), but their charge is negative. The diffusion terms differ in sign because both species flow down their density gradients carrying opposite charge.

The particle fluxes are \(\Gamma_n=-J_n/q\) and \(\Gamma_p=J_p/q\). Let \(G\) be the generation rate and \(R\) the net recombination rate, each the same for both species, so that no charge builds up in traps. Particle conservation then reads

\[
\frac{\partial n}{\partial t}=\frac1q\frac{\partial J_n}{\partial x}+G-R,\qquad
\frac{\partial p}{\partial t}=-\frac1q\frac{\partial J_p}{\partial x}+G-R .
\]

Inserting the currents and using the product rule on \(nE\) and \(pE\), with a prime for \(\partial/\partial x\), gives

\[
\frac{\partial n}{\partial t}=\mu_n nE'+\mu_nEn'+D_nn''+G-R,
\]
\[
\frac{\partial p}{\partial t}=-\mu_p pE'-\mu_pEp'+D_pp''+G-R .
\]

**Q.** Now you will say that the material is neutral, so Gauss's law gives \(E'=0\), and drop those terms. But then the two equations contradict each other: the same density would have to diffuse with both \(D_n\) and \(D_p\).

**A.** That contradiction is real, and it shows that \(E'\) may not be dropped. Write \(n=n_0+\Delta n\) and \(p=p_0+\Delta p\), where \(n_0,p_0\) are the uniform equilibrium densities. Equilibrium is neutral and the dopant charge is fixed, so Gauss's law is

\[
\varepsilon E'=q(\Delta p-\Delta n).
\]

Quasi-neutrality means that \(|\Delta p-\Delta n|\) is small compared with the excess density itself. It does not mean that \(nE'\) is small compared with \(D_nn''\), since

\[
\mu_n nE'=\frac{q\mu_n n}{\varepsilon}\,(\Delta p-\Delta n)
\]

is a small difference multiplied by a very large rate.

**Q.** Can you show that the product matters, with numbers?

**A.** Consider a model n-type semiconductor at 300 K with donor density \(N=10^{15}\ \mathrm{cm^{-3}}\), relative permittivity 12, \(\mu_n=1200\) and \(\mu_p=400\ \mathrm{cm^2/(V\,s)}\). Its equilibrium dielectric relaxation time, \(\varepsilon/[q(\mu_nn_0+\mu_pp_0)]\), is 5.5 ps.

I followed a Gaussian packet with peak excess \(3\times10^{15}\ \mathrm{cm^{-3}}\) and initial width (standard deviation) 10 µm for 50 ns, without recombination. That calculation kept Gauss's law and let the two densities differ. At the end the largest imbalance was \(1.3\times10^{-5}\) of the peak excess at that time. Dividing by the relaxation time gives a rate

\[
\frac{1.3\times10^{-5}}{5.5\times10^{-12}\ \mathrm s}\approx2.4\times10^6\ \mathrm{s^{-1}} .
\]

The variance of this packet grew as if its diffusion coefficient were \(12.67\ \mathrm{cm^2/s}\), so its final variance was \(10^{-6}+2(12.67)(5\times10^{-8})=2.27\times10^{-6}\ \mathrm{cm^2}\). The diffusion rate is then about \(12.67/(2.27\times10^{-6})\approx5.6\times10^6\ \mathrm{s^{-1}}\). The two rates are of the same order, although the imbalance is tiny. The first is a low estimate, because the excess carriers raise the conductivity.

**Q.** Then how do you remove \(E'\) without knowing the imbalance?

**A.** By a combination in which it cancels. Multiply the electron equation by \(\mu_pp\), the hole equation by \(\mu_nn\), and add. The two terms in \(E'\) are

\[
\mu_pp\,\mu_nn\,E'-\mu_nn\,\mu_pp\,E'=0 .
\]

This cancellation needs no approximation. Only now set \(\Delta n\approx\Delta p\equiv\Delta\) in the remaining time derivatives and gradients, where the small difference may be neglected if the mean field is not too strong; the condition is given below. Because \(n_0\) and \(p_0\) are uniform, \(n'=p'=\Delta'\). With \(S=\mu_nn+\mu_pp\), the sum is

\[
S\frac{\partial\Delta}{\partial t}
=(\mu_nnD_p+\mu_ppD_n)\Delta''
+\mu_n\mu_p(p-n)E\Delta'+S(G-R).
\]

Division by \(S\) gives the ambipolar equation

\[
\frac{\partial\Delta}{\partial t}=D_a\Delta''-\mu_aE\Delta'+G-R,
\]
\[
D_a=\frac{\mu_nnD_p+\mu_ppD_n}{\mu_nn+\mu_pp},\qquad
\mu_a=\frac{\mu_n\mu_p(n-p)}{\mu_nn+\mu_pp}.
\]

Each species' diffusion coefficient is weighted by the conductivity of the other species.

**Q.** The sign of \(\mu_a\) looks arbitrary. What does it mean?

**A.** With the minus sign in the equation, a small disturbance moves at velocity \(\mu_aE\). For \(n\gg p\), \(\mu_a\to\mu_p\), so the disturbance moves with the minority holes along the field. For \(p\gg n\), \(\mu_a\to-\mu_n\), and it moves with the minority electrons against the field. For \(n=p\) the velocity is zero: a current still flows, but it does not carry the neutral disturbance along.

**Q.** I am uneasy about a derivation by clever multiplication. Can you get the same coefficient directly from the fluxes?

**A.** Yes. Add the two electric currents, using the common gradient:

\[
\frac Jq=SE+(D_n-D_p)\Delta'
\quad\Longrightarrow\quad
E=\frac{J}{qS}-\frac{D_n-D_p}{S}\Delta'.
\]

The second part is the internal, or Dember, field. Subtracting the continuity equations gives \(J'=-q\,\partial(\Delta p-\Delta n)/\partial t\), so in the quasi-neutral regime \(J\) is nearly independent of \(x\). Substituting \(E\) in the hole flux,

\[
\Gamma_p=\mu_ppE-D_p\Delta'
=\frac{\mu_pp}{S}\frac Jq-\left[D_p+\frac{\mu_pp(D_n-D_p)}{S}\right]\Delta'.
\]

Over the common denominator the bracket is

\[
\frac{\mu_nnD_p+\mu_ppD_p+\mu_ppD_n-\mu_ppD_p}{S}=D_a .
\]

At zero total current the electron flux gives the same:

\[
\Gamma_n=-\mu_nnE-D_n\Delta'
=-\left[D_n-\frac{\mu_nn(D_n-D_p)}{S}\right]\Delta'=-D_a\Delta'.
\]

**Q.** But this flux leads to \((D_a\Delta')'\), with \(D_a\) inside the derivative. Your first equation had \(D_a\Delta''\). Since \(D_a\) depends on density, these are different.

**A.** The difference is the drift term, because \(E\) in the first equation is the total field and does not vanish when \(J=0\). To see this, write \(D_a=D_p+(D_n-D_p)\mu_pp/S\). The quotient rule, with \(S'=(\mu_n+\mu_p)\Delta'\), gives

\[
\left(\frac{\mu_pp}{S}\right)'
=\mu_p\frac{S-p(\mu_n+\mu_p)}{S^2}\Delta'
=\frac{\mu_n\mu_p(n-p)}{S^2}\Delta'
=\frac{\mu_a}{S}\Delta'.
\]

Therefore, at \(J=0\),

\[
D_a'\Delta'=\frac{D_n-D_p}{S}\mu_a(\Delta')^2=-\mu_aE\Delta',
\]

and \((D_a\Delta')'=D_a\Delta''-\mu_aE\Delta'\). The two forms agree. If \(J\ne0\), the first term of \(\Gamma_p\) contributes \(-(J/q)\mu_a\Delta'/S\), which is the drift in the remaining part of the field. What one may not do is keep \(D_a\) outside the derivative and also set \(E=0\) when \(D_a\) varies appreciably.

**Q.** So far there is no \(2D_nD_p/(D_n+D_p)\). Where does it come from?

**A.** It needs two further conditions. The first is the Einstein relation for non-degenerate carriers, \(D_n=\mu_nV_T\) and \(D_p=\mu_pV_T\), where \(V_T\) is the thermal energy divided by \(q\). Replacing each mobility by \(D/V_T\), the factors \(V_T\) cancel:

\[
D_a=\frac{nD_nD_p+pD_pD_n}{nD_n+pD_p}
=\frac{D_nD_p(n+p)}{nD_n+pD_p}.
\]

The second is high injection: \(\Delta\gg n_0,p_0\), so that \(n/p\to1\). Then \(n+p\to2n\), the denominator tends to \(n(D_n+D_p)\), and

\[
D_a\to D_h=\frac{2D_nD_p}{D_n+D_p}.
\]

This is the harmonic mean, since \(1/D_h=\tfrac12(1/D_n+1/D_p)\). In the model \(V_T=0.025852\) V, so \(D_n=1200V_T=31.02\) and \(D_p=400V_T=10.34\ \mathrm{cm^2/s}\). Hence

\[
D_h=\frac{2(31.02)(10.34)}{31.02+10.34}=15.51\ \mathrm{cm^2/s}.
\]

The arithmetic mean would be 20.68 cm²/s. Without the Einstein relation, the general formula at \(n=p\) gives \((\mu_nD_p+\mu_pD_n)/(\mu_n+\mu_p)\) instead.

**Q.** Why the harmonic mean? If the field slows one species and speeds the other by the same amount, I would expect the arithmetic mean.

**A.** The field does not change the two fluxes by the same amount. At equal densities its effect is proportional to mobility, so the more mobile species is changed more. At \(J=0\) and \(n=p\), the drift fluxes per unit of \(-\Delta'\) are

\[
\text{holes: }+\frac{\mu_p}{\mu_n+\mu_p}(D_n-D_p),\qquad
\text{electrons: }-\frac{\mu_n}{\mu_n+\mu_p}(D_n-D_p).
\]

Here the mobility fractions are 1/4 and 3/4. Holes gain one quarter of the difference 20.68 cm²/s and electrons lose three quarters, which brings both to 15.51 cm²/s.

A calculation with Gauss's law retained shows this balance. Its packet had a peak of \(10^{17}\ \mathrm{cm^{-3}}\) above a uniform excess of \(10^{17}\ \mathrm{cm^{-3}}\). At the steepest point, again per unit of \(-\Delta'\) and in cm²/s,

\[
\text{holes: }10.341+5.142=15.483,
\]
\[
\text{electrons: }31.022-15.539=15.483.
\]

The hole drift is slightly below one quarter of the difference, and the electron drift slightly above three quarters, because the donors keep \(n\) a little larger than \(p\).

The direction of the field also follows. To the right of the packet's centre \(\Delta'<0\), and \(D_n>D_p\), so the internal field points outward. It pushes holes outward and pulls electrons back.

**Q.** At low injection the same field should exist. Does it also give a mean of the two coefficients?

**A.** No. Let the material be n-type with \(n\gg p\). The field needed to hold back the electrons is then

\[
E\approx-\frac{D_n-D_p}{\mu_nn}\Delta'.
\]

It acts on many electrons, so their drift flux is large enough to correct their diffusion. The hole drift flux contains the small factor \(p/n\):

\[
\mu_ppE\approx-\frac{\mu_pp}{\mu_nn}(D_n-D_p)\Delta' .
\]

Thus the holes simply diffuse and the majority electrons adjust to them: \(D_a\to D_p\). In p-type material the roles are exchanged and \(D_a\to D_n\). With \(D_n>D_p\), rising injection therefore increases \(D_a\) in n-type material and decreases it in p-type material, towards the same limit.

**Q.** How much injection counts as high?

**A.** For n-type material with negligible \(p_0\), put \(n=N+\Delta\) and \(p=\Delta\):

\[
D_a=\frac{D_nD_p(N+2\Delta)}{D_nN+(D_n+D_p)\Delta}.
\]

Divide by \(D_h\) and subtract one. The terms in \(\Delta\) cancel in the numerator:

\[
\frac{D_a}{D_h}-1
=\frac{(N+2\Delta)(D_n+D_p)-2D_nN-2(D_n+D_p)\Delta}
{2[D_nN+(D_n+D_p)\Delta]}
\]
\[
=-\frac{N(D_n-D_p)}{2[D_nN+(D_n+D_p)\Delta]}
\approx-\frac{N}{2\Delta}\frac{D_n-D_p}{D_n+D_p}.
\]

The last form holds for \(\Delta\gg N\). The approach is slow, as the inverse of the injection level. In the model \(D_n=3D_p\), so the full deviation is \(-N/(3N+4\Delta)\). Setting its size to 0.01 gives \(3+4\Delta/N=100\), or \(\Delta/N=24.25\).

| \(\Delta/N\) | \(D_a\) (cm²/s) |
|---|---|
| 0.01 | 10.41 |
| 0.1 | 10.95 |
| 1 | 13.30 |
| 10 | 15.15 |
| 100 | 15.47 |

An excess equal to the doping is therefore an intermediate case.

**Q.** A real packet contains all injection levels, from its centre to its tails. What coefficient would I measure from its width?

**A.** An average. At \(J=0\), without generation or recombination, multiply the conservative equation by \(x^2\) and integrate by parts. For a packet that vanishes far away,

\[
\frac{d}{dt}\int x^2\Delta\,dx
=-2\int xD_a\Delta'\,dx
=2\int F(\Delta)\,dx,\qquad
F(\Delta)=\int_0^\Delta D_a(u)\,du .
\]

The second step uses \(F'=D_a\Delta'\) and one more integration by parts. Since \(\int\Delta\,dx\) is conserved, half the growth rate of the variance is \(\int F\,dx/\int\Delta\,dx\). If \(D_a\) is constant, this is \(D_a\). If it varies, the result lies between the smallest and largest \(D_a\) present.

The calculations that retain Gauss's law gave these averages over 50 ns. A packet with peak \(10^{12}\ \mathrm{cm^{-3}}\) spread with 10.34 cm²/s, equal to \(D_p\) at this precision. The packet with peak \(3\times10^{15}\ \mathrm{cm^{-3}}\) gave 12.67 cm²/s, between \(D_p\) and \(D_h\). The packet on the dense background gave 15.48 cm²/s for electrons and holes alike, 0.2 % below \(D_h\), as expected from its finite injection.

For the intermediate packet I also compared the whole final profile. The ambipolar equation with density-dependent \(D_a\) differed from the full solution by at most \(2.4\times10^{-6}\) of the final peak. With the constant \(D_h\) the largest difference was 3.5 % of that peak. The high-injection value is thus a poor substitute when much of the packet is not at high injection.

**Q.** You still assumed near-neutrality to obtain \(D_a\). When does that assumption fail?

**A.** First estimate the imbalance. For a profile of length scale \(\ell\), the Dember field and the Einstein relation give

\[
\frac{|\Delta p-\Delta n|}{\Delta}
\sim\frac{\varepsilon V_T}{q(n+p)\ell^2}\,
\frac{|D_n-D_p|(n+p)}{nD_n+pD_p}.
\]

The first factor is \((\lambda/\ell)^2\), with Debye length \(\lambda=\sqrt{\varepsilon V_T/[q(n+p)]}\); the second is of order one here. The equilibrium Debye length is 0.13 µm, far below the packet width of 10 µm.

The effect on diffusion can be found for a weak ripple on a uniform plasma with \(n=p=c\), no mean field and no recombination. Let \(\delta n,\delta p\propto e^{ikx-st}\). Gauss's law turns the linearized equations into

\[
(D_nk^2+a_n-s)\delta n=a_n\delta p,\qquad
(D_pk^2+a_p-s)\delta p=a_p\delta n,
\]

where \(a_{n,p}=q\mu_{n,p}c/\varepsilon=D_{n,p}/(2\lambda^2)\). Multiplying the equations and cancelling \(\delta n\,\delta p\) gives \(s^2-Ts+P=0\), with

\[
T=\frac{D_n+D_p}{2\lambda^2}(1+2k^2\lambda^2),\qquad
P=\frac{D_nD_pk^2}{\lambda^2}(1+k^2\lambda^2).
\]

For \(k\lambda\ll1\) the fast root is close to \(T\) and describes the decay of charge. The slow root follows from \(s=(P+s^2)/T\) by inserting \(s\approx P/T\) on the right:

\[
s\approx\frac PT\left(1+\frac P{T^2}\right)
\approx D_hk^2\left[1-k^2\lambda^2+\frac{4D_nD_p}{(D_n+D_p)^2}k^2\lambda^2\right].
\]

Combining the last two terms,

\[
\frac{s}{k^2}\approx D_h\left[1-\left(\frac{D_n-D_p}{D_n+D_p}\right)^2(k\lambda)^2\right].
\]

At \(k\lambda=0.03\) the model gives a relative shift of \(-(0.5)^2(0.03)^2=-2.25\times10^{-4}\), and the numerical eigenvalue agrees. Neutral diffusion therefore requires lengths well above \(\lambda\) and times well above the relaxation time of charge.

A strong mean field sets a further condition. In the same plasma a uniform field \(E\) adds \(\mu_n\mu_pE^2k^2\) to \(P\). For long waves this raises the diffusion coefficient by the relative amount \((E\lambda/V_T)^2\), so the voltage across one Debye length must be small compared with \(V_T\). For \(n\ne p\) the same expansion multiplies this amount by \(np(\mu_n+\mu_p)^2/(\mu_nn+\mu_pp)^2\), which is at most 4/3 in the model and small at low injection. At \(c=10^{17}\ \mathrm{cm^{-3}}\) the field \(V_T/\lambda\) is about \(2.8\times10^4\) V/cm; in a real semiconductor the mobilities cease to be constant before that field is reached.

**Q.** And what does the coefficient tell me about how far carriers travel before they recombine?

**A.** Take a steady state with \(J=0\), no generation in the region considered, \(R=\Delta/\tau\), and nearly constant \(D_a\). Then \(D_a\Delta''=\Delta/\tau\), whose decaying solution is \(e^{-x/L}\) with \(L=\sqrt{D_a\tau}\). For \(\tau=10\) µs,

\[
L_h=\sqrt{(15.51\ \mathrm{cm^2/s})(10^{-5}\ \mathrm s)}
=1.245\times10^{-2}\ \mathrm{cm}=124.5\ \mathrm{\mu m},
\]

against 101.7 µm at low injection. The comparison uses the same lifetime in both cases. A profile that starts at high injection also passes through lower levels as it decays, so one exponential need not describe all of it.

**Q.** Would you then use \(D_h\) for any strongly pumped device?

**A.** Only in a quasi-neutral region where the assumptions hold. In a junction's depletion region the net charge is not small, and non-uniform doping makes \(n_0'\) and \(p_0'\) non-zero, so \(n'=p'=\Delta'\) fails. Charged traps can break the equality of \(\Delta n\) and \(\Delta p\). At high density, degeneracy changes the Einstein relation, and the band gap narrows with carrier density, which adds a force along the density gradient that these equations omit. Electrons and holes also scatter from each other, which exerts a drag between the two species when their mean velocities differ; the separate current equations used here leave it out. For \(n=p\) and \(J=0\) the mean velocities are equal and this drag vanishes, so mobilities lowered by it should not be put into \(D_h\). The numerical output gives the remaining values for the model, which has constant mobilities throughout.

## Computed results

```
temperature: 300 K; thermal voltage: 25.852 mV
mobilities mu_n, mu_p: 1200, 400 cm^2/(V s)
D_n, D_p: 31.022, 10.341 cm^2/s
donor density: 1.0e+15 cm^-3; n_i: 1.0e+10 cm^-3
equilibrium hole density: 1.00e+05 cm^-3
relative permittivity: 12; lifetime: 10 us
equilibrium Debye length: 0.1309 um
equilibrium dielectric relaxation time: 5.526 ps
high-injection limit of D_a: 15.511 cm^2/s
arithmetic mean of D_n and D_p: 20.682 cm^2/s
excess/donors 0.01: D_a = 10.409 cm^2/s
excess/donors 0.1: D_a = 10.949 cm^2/s
excess/donors 1: D_a = 13.295 cm^2/s
excess/donors 10: D_a = 15.150 cm^2/s
excess/donors 100: D_a = 15.473 cm^2/s
excess/donors for D_a 1 % below limit: 24.25
diffusion length, low injection: 101.7 um
diffusion length, high injection: 124.5 um
largest relative error of linear rates: 1.2e-05
ripple test: n = p = 1.0e+17 cm^-3, k*lambda = 0.030
Debye shift of D_a, full and formula: -2.249e-04, -2.250e-04
packet initial width: 10 um; duration: 50 ns
low packet peak: 1.0e+12 cm^-3; spreading D: 10.343 cm^2/s
middle packet peak: 3.0e+15 cm^-3; spreading D: 12.672 cm^2/s
high packet peak and background: 1.0e+17, 1.0e+17 cm^-3
high packet spreading D, holes: 15.480 cm^2/s
high packet spreading D, electrons: 15.480 cm^2/s
middle packet, error of ambipolar equation / peak: 2.4e-06
middle packet, error with constant D_high / peak: 3.5e-02
middle packet, largest charge imbalance / peak: 1.3e-05
middle packet, largest internal field: 5.973 V/cm
middle packet, field formula error / largest field: 7.6e-05
high packet, flux / (-density gradient) at steepest point:
  holes: diffusion 10.341, drift 5.142, sum 15.483 cm^2/s
  electrons: diffusion 31.022, drift -15.539, sum 15.483 cm^2/s
```
